**Griffith fracture tension of a cracked two-dimensional sheet**

The program tests $\sigma_f=\sqrt{\Gamma Y/(\pi a)}$, where $\sigma_f$ is the far tension at energy balance, $Y$ the two-dimensional Young modulus, $a$ half the crack length and $\Gamma$ the summed energy per length of both new edges. It asserts that the crack field satisfies equilibrium, Hooke's law and the boundary conditions, and that the energy release agrees with a contour integral and with quadrature of the crack opening. A triangular spring lattice with bonds removed gives a balance stress of 0.11038, against 0.11023 from the formula, in lattice units. For rough assumed parameters of a Bi₂Te₃ quintuple layer with a 100 nm crack, the fracture tension is 0.553 N/m. Neighbouring cracks 1000 nm apart lower it by 0.41%, and thermal crossing during one hour at 300 K lowers it by 2.74%. In the abruptly snapping lattice, the next bond breaks at 1.932 times the balance stress, so energy balance alone need not make a trapped crack grow.

## Verification by program

```python
"""
Griffith fracture of a cracked two-dimensional sheet.
Result under test: sigma_f = sqrt(Gamma * Y / (pi * a)).
  sigma_f : far tension normal to the crack at energy balance (force/length)
  Y, nu   : two-dimensional Young modulus (force/length), Poisson ratio
  a       : half the crack length
  Gamma   : summed energy per length of the two edges made by separation
The sheet is flat, linear, isotropic and large compared with the crack.
Example units: N/m for tension, nm for length; then N/m*nm = nN and
N/m*nm^2 = 1e-18 J. Material inputs are rough assumed values for one
quintuple layer of Bi2Te3.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(4)


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


# ---------- threefold symmetry makes the in-plane stiffness isotropic ------
def rotate(tensor, angle):
    c, s = np.cos(angle), np.sin(angle)
    r = np.array([[c, -s], [s, c]])
    return np.einsum("ai,bj,ck,dl,ijkl->abcd", r, r, r, r, tensor)


raw = rng.normal(size=(2, 2, 2, 2))
raw = raw + raw.transpose(1, 0, 2, 3)
raw = raw + raw.transpose(0, 1, 3, 2)
raw = raw + raw.transpose(2, 3, 0, 1)
threefold = sum(rotate(raw, 2 * np.pi * n / 3) for n in range(3)) / 3
assert np.allclose(rotate(threefold, 0.37), threefold, atol=1e-12)
assert not np.allclose(rotate(raw, 0.37), raw, atol=1e-2)


# ---------- continuum field of the crack -----------------------------------
def stresses(x, y, a=1.0, s=1.0, extra=0.0):
    """extra is a uniform stress added parallel to the crack."""
    z = x + 1j * y
    root = np.sqrt(z - a) * np.sqrt(z + a)
    Z, dZ = s * z / root, -s * a**2 / root**3
    return (Z.real - y * dZ.imag + extra, Z.real + y * dZ.imag,
            -y * dZ.real)


def displacements(x, y, a=1.0, s=1.0, Y=1.0, nu=0.25, extra=0.0):
    z = x + 1j * y
    root = np.sqrt(z - a) * np.sqrt(z + a)
    Z, Zhat = s * z / root, s * root
    u = ((1 - nu) * Zhat.real - (1 + nu) * y * Z.imag + extra * x) / Y
    v = (2 * Zhat.imag - (1 + nu) * y * Z.real - nu * extra * y) / Y
    return u, v


nu_test, h = 0.25, 1e-5
px = rng.uniform(-2, 2, 40)
py = rng.uniform(0.3, 2, 40) * rng.choice([-1, 1], 40)


def ddx(f, x, y):
    return (np.array(f(x + h, y)) - np.array(f(x - h, y))) / (2 * h)


def ddy(f, x, y):
    return (np.array(f(x, y + h)) - np.array(f(x, y - h))) / (2 * h)


sxx, syy, sxy = stresses(px, py)
ux, vx = ddx(displacements, px, py)
uy, vy = ddy(displacements, px, py)
assert np.allclose(ux, sxx - nu_test * syy, atol=1e-7)
assert np.allclose(vy, syy - nu_test * sxx, atol=1e-7)
assert np.allclose(uy + vx, 2 * (1 + nu_test) * sxy, atol=1e-7)
gx, gy = ddx(stresses, px, py), ddy(stresses, px, py)
assert np.allclose(gx[0] + gy[2], 0, atol=1e-7)
assert np.allclose(gx[2] + gy[1], 0, atol=1e-7)
face = np.linspace(-0.9, 0.9, 19)
fxx, fyy, fxy = stresses(face, 1e-10)
assert np.allclose(fyy, 0, atol=1e-7) and np.allclose(fxy, 0, atol=1e-7)
assert np.allclose(stresses(300.0, 400.0), (1, 1, 0), atol=1e-4)

# Equal biaxial tension keeps the sheet taut; tension across only does not.
X, H = np.meshgrid(np.linspace(-3, 3, 301), np.linspace(0.003, 3, 300))
gxx, gyy, gxy = stresses(X, H)
smallest = (gxx + gyy) / 2 - np.hypot((gxx - gyy) / 2, gxy)
assert smallest.min() > -1e-10
flank_uniaxial = float(stresses(0.0, 1e-10, extra=-1.0)[0])
assert close(flank_uniaxial, -1.0, 1e-6)


# ---------- energy release: contour integral and crack opening -------------
def contour_release(radius, extra):
    n = 8000
    th = -np.pi + (np.arange(n) + 0.5) * 2 * np.pi / n
    x, y = 1 + radius * np.cos(th), radius * np.sin(th)
    xx, yy, xy = stresses(x, y, extra=extra)
    energy = (xx**2 + yy**2 - 2 * nu_test * xx * yy
              + 2 * (1 + nu_test) * xy**2) / 2
    dux, dvx = ddx(lambda p, q: displacements(p, q, extra=extra), x, y)
    tx = xx * np.cos(th) + xy * np.sin(th)
    ty = xy * np.cos(th) + yy * np.sin(th)
    flux = energy * np.cos(th) - tx * dux - ty * dvx
    return flux.sum() * radius * 2 * np.pi / n


for radius in (0.3, 0.8):
    for extra in (0.0, -1.0):
        assert close(contour_release(radius, extra), np.pi, 1e-4)


def opening(x, a, s, Y):
    tiny = 1e-13 * a
    return (displacements(x, tiny, a, s, Y)[1]
            - displacements(x, -tiny, a, s, Y)[1])


def released(a, s, Y):
    def integrand(t):
        return opening(a * np.sin(t), a, s, Y) * a * np.cos(t)
    return 0.5 * s * quad(integrand, -np.pi / 2, np.pi / 2)[0]


assert close(opening(0.4, 1.0, 1.0, 1.0), 4 * np.sqrt(1 - 0.16), 1e-8)
assert close(released(1.7, 0.6, 2.3), np.pi * 0.6**2 * 1.7**2 / 2.3, 1e-7)


# Fixed grips and dead load: same release rate, opposite stored-energy change.
def compliance(a):
    return 3.0 + 0.7 * a**2


force, a_t, d = 1.3, 0.9, 1e-5
stretch = force * compliance(a_t)
grip_rate = (stretch**2 / (2 * compliance(a_t + d))
             - stretch**2 / (2 * compliance(a_t - d))) / (2 * d)


def dead_stored(a):
    return quad(lambda f: f * compliance(a), 0, force)[0]


def dead_total(a):
    return dead_stored(a) - force * (force * compliance(a))


dead_rate = (dead_total(a_t + d) - dead_total(a_t - d)) / (2 * d)
stored_rate = (dead_stored(a_t + d) - dead_stored(a_t - d)) / (2 * d)
assert close(grip_rate, dead_rate, 1e-6)
assert close(stored_rate, -grip_rate, 1e-6)

# ---------- triangular spring lattice with bonds removed -------------------
# Spring constant, spacing and breaking stretch are all one. Periodic cell.
N = 1024
t = 2 * np.pi * np.arange(N) / N
t1, t2 = np.meshgrid(t, t, indexing="ij")
phases = [t1, t2, t2 - t1]
dirs = np.array([[1, 0], [0.5, np.sqrt(3) / 2], [-0.5, np.sqrt(3) / 2]])
weights = [2 * (1 - np.cos(p)) for p in phases]
Dxx = sum(w * n[0]**2 for w, n in zip(weights, dirs))
Dyy = sum(w * n[1]**2 for w, n in zip(weights, dirs))
Dxy = sum(w * n[0] * n[1] for w, n in zip(weights, dirs))
det = Dxx * Dyy - Dxy**2
det[0, 0] = 1.0  # uniform translation carries no stretch
green = {}
for p in (1, 2):
    for q in (1, 2):
        n, m = dirs[p], dirs[q]
        inner = (n[0] * m[0] * Dyy + n[1] * m[1] * Dxx
                 - (n[0] * m[1] + n[1] * m[0]) * Dxy) / det
        factor = ((np.exp(1j * phases[p]) - 1)
                  * (np.exp(-1j * phases[q]) - 1))
        green[p, q] = np.fft.ifft((factor * inner).mean(axis=1)).real
# Intact lattice: mean bond compliance is freedoms per bond, two thirds.
assert close(green[1, 1][0], 2 / 3, 1e-4)

n_cut = 120
kinds = [2 if i % 2 == 0 else 1 for i in range(n_cut + 3)]
G = np.array([[green[kinds[i], kinds[j]][(i // 2 - j // 2) % N]
               for j in range(n_cut + 3)] for i in range(n_cut + 3)])


def cut_lattice(m):
    """Energy released and stretch of the next bond, per unit strain."""
    s = np.linalg.solve(np.eye(m) - G[:m, :m], np.ones(m))
    return 0.5 * s.sum(), 1 + G[m, :m] @ s


C = 2 / np.sqrt(3) * np.einsum("ni,nj,nk,nl->ijkl", dirs, dirs, dirs, dirs)
C11, C12 = C[0, 0, 0, 0], C[0, 0, 1, 1]
Y_lat, unit_stress = (C11**2 - C12**2) / C11, C11 + C12
E_half, E_full = cut_lattice(n_cut // 2)[0], cut_lattice(n_cut)[0]
slope_lattice = (np.sqrt(E_full) - np.sqrt(E_half)) / (n_cut / 8)
slope_formula = unit_stress * np.sqrt(np.pi / Y_lat)
# Allowance: periodic images and the discrete tip.
assert close(slope_lattice, slope_formula, 0.02)
Gamma_lat = 2 * 0.5  # two bonds per spacing, each of energy one half
strain_balance = np.sqrt(Gamma_lat / (cut_lattice(n_cut + 2)[0] - E_full))
stress_lattice = unit_stress * strain_balance
a_lat = (n_cut + 1) / 4
stress_formula = np.sqrt(Gamma_lat * Y_lat / (np.pi * a_lat))
assert close(stress_lattice, stress_formula, 0.03)
trapping = (1 / cut_lattice(n_cut)[1]) / strain_balance
assert trapping > 1

# ---------- worked example: one quintuple layer of Bi2Te3 ------------------
eV = constants.e / 1e-18                     # in N/m*nm^2
Y, nu, a0 = 50.0, 0.25, 50.0                 # N/m, none, nm
edge_eV = 3.0                                # eV/nm, each edge
Gamma = 2 * edge_eV * eV                     # nN
T, hold, attempts = 300.0, 3600.0, 1e12      # K, s, 1/s
W, strain_limit, strength = 1000.0, 0.05, 5.0  # nm, none, N/m
thickness = 1.0                              # nm, for conversion only


def griffith(a):
    return np.sqrt(Gamma * Y / (np.pi * a))


sigma_f = griffith(a0)


def imbalance(s):
    step = 1e-3 * a0
    rate = (released(a0 + step, s, Y) - released(a0 - step, s, Y))
    return rate / (2 * step) - 2 * Gamma


assert close(brentq(imbalance, 0.01, 10), sigma_f, 1e-6)


def total_energy(a, s):
    return 2 * a * Gamma - released(a, s, Y)


top = minimize_scalar(lambda a: -total_energy(a, sigma_f),
                      bounds=(1, 200), method="bounded")
assert close(top.x, a0, 1e-3)
strain_f = (1 - nu) * sigma_f / Y
K = sigma_f * np.sqrt(np.pi * a0)
assert close(contour_release(0.5, 0.0) * sigma_f**2 * a0 / Y, K**2 / Y, 1e-4)

# Zone ahead of the tip where the strain exceeds the chosen linear limit.
stress_limit = Y * strain_limit / (1 - nu)
zone = brentq(lambda r: stresses(a0 + r, 0.0, a0, sigma_f)[1]
              - stress_limit, 1e-4, a0)
zone_near = K**2 / (2 * np.pi * stress_limit**2)
assert close(zone, zone_near, 0.05)
a_strength = brentq(lambda a: griffith(a) - strength, 1e-3, 1e3)
assert close(a_strength, Gamma * Y / (np.pi * strength**2), 1e-8)


# Row of equal collinear cracks with centre spacing W.
def row_opening(x, a):
    ratio = np.cos(np.pi * x / W) / np.cos(np.pi * a / W)
    return 4 * W / (np.pi * Y) * np.arccosh(max(ratio, 1.0))


def row_slope(t, a, x):
    # x_s = a - t^2 removes the square-root singularity at the tip
    xs = a - t**2
    gap = np.sin(np.pi * (a - xs) / W) * np.sin(np.pi * (a + xs) / W)
    return 4 / Y * np.sin(np.pi * xs / W) / np.sqrt(gap) * 2 * t


x_t, a_t = 90.0, 200.0
direct = quad(row_slope, 0, np.sqrt(a_t - x_t), args=(a_t, x_t))[0]
assert close(direct, row_opening(x_t, a_t), 1e-7)


def row_released(a):
    return 0.5 * quad(lambda q: row_opening(a * np.sin(q), a)
                      * a * np.cos(q), -np.pi / 2, np.pi / 2)[0]


for a_t in (a0, 200.0):
    rate = (row_released(a_t + 0.1) - row_released(a_t - 0.1)) / 0.2
    assert close(rate, 2 * W * np.tan(np.pi * a_t / W) / Y, 1e-4)
sigma_row = np.sqrt(Gamma * Y / (W * np.tan(np.pi * a0 / W)))

# Thermal crossing of the continuum barrier during the hold.
kT = constants.k * T / 1e-18
barrier = kT * np.log(attempts * hold)
beta = barrier / Gamma
a_c = a0 + beta / 2 + np.sqrt(a0 * beta + beta**2 / 4)
sigma_T = sigma_f * np.sqrt(a0 / a_c)


def numerical_barrier(s):
    peak = minimize_scalar(lambda a: -total_energy(a, s),
                           bounds=(a0, 4 * a0), method="bounded",
                           options={"xatol": 1e-6})
    return -peak.fun - total_energy(a0, s)


sigma_T_num = brentq(lambda s: numerical_barrier(s) - barrier,
                     0.8 * sigma_f, 0.999 * sigma_f, xtol=1e-9)
assert close(sigma_T_num, sigma_T, 1e-5)

# ---------- output ----------------------------------------------------------
print("INPUTS (rough assumed values, Bi2Te3 quintuple layer)")
print(f"Young modulus Y = {Y:.1f} N/m")
print(f"Poisson ratio = {nu:.2f}")
print(f"energy of each edge = {edge_eV:.2f} eV/nm")
print(f"sum for both edges Gamma = {Gamma / eV:.2f} eV/nm")
print(f"Gamma converted = {Gamma:.4f} nN")
print(f"half crack length a = {a0:.1f} nm")
print(f"thickness for conversion = {thickness:.1f} nm")
print("MAIN RESULT")
print(f"fracture tension = {sigma_f:.4f} N/m")
print(f"same over thickness = {sigma_f / thickness:.4f} GPa")
print(f"far biaxial strain = {100 * strain_f:.3f} percent")
print(f"edge cost 2 a Gamma = {2 * a0 * Gamma / eV:.1f} eV")
print(f"released energy = {released(a0, sigma_f, Y) / eV:.1f} eV")
print(f"total energy at top = {total_energy(a0, sigma_f) / eV:.1f} eV")
print(f"crack opening at centre = {opening(0.0, a0, sigma_f, Y):.3f} nm")
for a in (10.0, 200.0):
    print(f"fracture tension, a = {a:.0f} nm: {griffith(a):.4f} N/m")
print("LIMITS AND NEGLECTED EFFECTS")
print(f"chosen linear strain limit = {100 * strain_limit:.1f} percent")
print(f"stress at that limit = {stress_limit:.3f} N/m")
print(f"zone ahead of tip, full field = {zone:.3f} nm")
print(f"zone ahead of tip, near-tip law = {zone_near:.3f} nm")
print(f"zone / a = {100 * zone / a0:.2f} percent")
print(f"assumed uncracked strength = {strength:.1f} N/m")
print(f"a where Griffith reaches it = {a_strength:.3f} nm")
print(f"spacing of neighbour cracks = {W:.0f} nm")
print(f"fracture tension in row = {sigma_row:.4f} N/m")
print(f"change by neighbours = {100 * (sigma_row / sigma_f - 1):.2f} percent")
print(f"temperature = {T:.0f} K, hold = {hold:.0f} s")
print(f"assumed attempt rate = {attempts:.1e} 1/s")
print(f"barrier crossed in hold = {barrier / eV:.3f} eV")
print(f"critical half length a_c = {a_c:.2f} nm")
print(f"tension for thermal crossing = {sigma_T:.4f} N/m")
print(f"change by temperature = {100 * (sigma_T / sigma_f - 1):.2f} percent")
print(f"flank stress / tension, uniaxial = {flank_uniaxial:.3f}")
print("SPRING LATTICE (spring constant = spacing = 1)")
print(f"bonds removed = {n_cut}, half length = {n_cut / 4:.1f} spacings")
print(f"release slope, lattice = {slope_lattice:.4f}")
print(f"release slope, continuum = {slope_formula:.4f}")
print(f"balance stress, lattice = {stress_lattice:.5f}")
print(f"balance stress, formula = {stress_formula:.5f}")
print(f"snapping stress / balance stress = {trapping:.3f}")
print(f"that factor times example = {trapping * sigma_f:.3f} N/m")
print("all assertions hold")
```

Output:

```
INPUTS (rough assumed values, Bi2Te3 quintuple layer)
Young modulus Y = 50.0 N/m
Poisson ratio = 0.25
energy of each edge = 3.00 eV/nm
sum for both edges Gamma = 6.00 eV/nm
Gamma converted = 0.9613 nN
half crack length a = 50.0 nm
thickness for conversion = 1.0 nm
MAIN RESULT
fracture tension = 0.5532 N/m
same over thickness = 0.5532 GPa
far biaxial strain = 0.830 percent
edge cost 2 a Gamma = 600.0 eV
released energy = 300.0 eV
total energy at top = 300.0 eV
crack opening at centre = 2.213 nm
fracture tension, a = 10 nm: 1.2369 N/m
fracture tension, a = 200 nm: 0.2766 N/m
LIMITS AND NEGLECTED EFFECTS
chosen linear strain limit = 5.0 percent
stress at that limit = 3.333 N/m
zone ahead of tip, full field = 0.703 nm
zone ahead of tip, near-tip law = 0.688 nm
zone / a = 1.41 percent
assumed uncracked strength = 5.0 N/m
a where Griffith reaches it = 0.612 nm
spacing of neighbour cracks = 1000 nm
fracture tension in row = 0.5509 N/m
change by neighbours = -0.41 percent
temperature = 300 K, hold = 3600 s
assumed attempt rate = 1.0e+12 1/s
barrier crossed in hold = 0.926 eV
critical half length a_c = 52.86 nm
tension for thermal crossing = 0.5380 N/m
change by temperature = -2.74 percent
flank stress / tension, uniaxial = -1.000
SPRING LATTICE (spring constant = spacing = 1)
bonds removed = 120, half length = 30.0 spacings
release slope, lattice = 2.8453
release slope, continuum = 2.8569
balance stress, lattice = 0.11038
balance stress, formula = 0.11023
snapping stress / balance stress = 1.932
that factor times example = 1.069 N/m
all assertions hold
```
